# March's theorem on the density slope of closed Coulomb shells

Q: Kato's cusp condition fixes the slope of the electron density at the nucleus, \(\rho'(0)=-2Z\rho(0)\), and says nothing about any other point. March's theorem is said to extend it to every radius for closed shells in a bare Coulomb field. I doubt that a statement about one singular point can be stretched over all space. What exactly is claimed?

A: Work in Hartree atomic units. The electrons do not interact with each other, and each moves under \(h=-\tfrac12\nabla^2-Z/r\) with \(Z>0\). The bound orbitals are \(R_{nl}(r)Y_{lm}\), with \(R_{nl}\) real and \(\int_0^\infty R_{nl}^2r^2\,dr=1\). A closed shell means a full principal shell: for given \(n\), all \(l=0,\dots,n-1\) and all \(m\) carry the same occupation \(w_n\), which is 2 when both spins are present. Finitely many shells are occupied. Let \(\rho_s\) be the part of the density \(\rho\) that comes from the orbitals with \(l=0\). The claim is

\[
\frac{d\rho}{dr}=-2Z\,\rho_s(r)\qquad\text{for all } r\ge 0, \tag{1}
\]

where the derivative at \(r=0\) is taken outward along a ray. It holds for each shell separately.

Q: You write \(d\rho/dr\) as if \(\rho\) depended on \(r\) alone. A \(p\) or \(d\) orbital has lobes.

A: The sum over \(m\) removes them. A rotation turns the \(2l+1\) functions \(Y_{lm}\) into combinations of each other with a unitary matrix, and a unitary matrix preserves the sum of squared moduli. Hence \(\sum_m|Y_{lm}|^2\) has the same value in every direction. Its integral over the sphere is \(2l+1\), since each \(Y_{lm}\) is normalised, so the constant is \((2l+1)/4\pi\). This is Unsöld's theorem, and it gives

\[
\rho=\sum_n \frac{w_n}{4\pi}S_n,\qquad S_n=\sum_{l=0}^{n-1}(2l+1)R_{nl}^2,\qquad \rho_s=\sum_n\frac{w_n}{4\pi}R_{n0}^2 .
\]

Equation (1) therefore follows once \(S_n'=-2ZR_{n0}^2\) is shown for every \(n\).

Q: That identity ties radial functions of different \(l\) together, and they solve different differential equations. Where does a link come from?

A: It comes from a first-order operator that changes \(l\) by one at fixed energy. Put \(u_l=rR\) and write the energy as \(\varepsilon=-\kappa^2/2\) with \(\kappa>0\). The radial equation is

\[
D_lu_l=-\kappa^2u_l,\qquad D_l=-\frac{d^2}{dr^2}+\frac{l(l+1)}{r^2}-\frac{2Z}{r}.
\]

Near \(r=0\) its solutions start as \(r^{l+1}\) or \(r^{-l}\). The second is not normalisable for \(l\ge1\). For \(l=0\) it makes the orbital behave as \(1/r\), whose Laplacian contains a delta function that nothing in \(h\) can balance. Only the first is allowed, so at given \(\kappa\) and \(l\) there is at most one bound \(u_l\) up to a factor, and I fix its sign to be positive near the origin. Inserting \(u_l=c\,r^{l+1}(1+br+\dots)\) and comparing the terms in \(r^l\) gives \((l+2)(l+1)b=l(l+1)b-2Z\), so

\[
u_l=c\,r^{l+1}\left(1-\frac{Zr}{l+1}+O(r^2)\right). \tag{2}
\]

At large \(r\) the equation tends to \(u''=\kappa^2u\), and a bound solution and its derivative fall as \(e^{-\kappa r}\) times a power of \(r\).

For \(l\ge1\) define \(W_l=l/r-Z/l\), \(A_l=d/dr+W_l\) and \(A_l^\dagger=-d/dr+W_l\). Acting on any function \(f\),

\[
A_l^\dagger A_lf=-f''-(W_lf)'+W_lf'+W_l^2f=-f''+(W_l^2-W_l')f,
\]
\[
A_lA_l^\dagger f=-f''+(W_lf)'-W_lf'+W_l^2f=-f''+(W_l^2+W_l')f .
\]

With \(W_l'=-l/r^2\) and \(W_l^2=l^2/r^2-2Z/r+Z^2/l^2\), the centrifugal coefficients become \(l^2+l\) and \(l^2-l\):

\[
A_l^\dagger A_l=D_l+\frac{Z^2}{l^2},\qquad A_lA_l^\dagger=D_{l-1}+\frac{Z^2}{l^2}. \tag{3}
\]

The same constant stands in both products, and this is what keeps the energy fixed.

Q: An operator identity does not show that \(A_l\) maps a bound state to a bound state, nor fix the factor and its sign.

A: Each point needs its own argument. Define \(a_l^2=Z^2/l^2-\kappa^2\). By (3), \(A_l^\dagger A_lu_l=a_l^2u_l\) and \(A_lA_l^\dagger u_{l-1}=a_l^2u_{l-1}\).

For lowering, let \(\phi=A_lu_l\). Then \(A_lA_l^\dagger\phi=A_l(A_l^\dagger A_lu_l)=a_l^2\phi\), which by (3) reads \(D_{l-1}\phi=-\kappa^2\phi\). From (2), \(\phi=c(l+1)r^l+c\,l\,r^l+\dots=c(2l+1)r^l+\dots\), which is the allowed behaviour for \(l-1\), is not zero, and is positive. It decays exponentially because \(u_l\) and \(u_l'\) do. Its norm follows from one integration by parts:

\[
\int_0^\infty\phi^2dr=\int_0^\infty\phi\,(u_l'+W_lu_l)\,dr=\big[\phi u_l\big]_0^\infty+\int_0^\infty u_l\,A_l^\dagger\phi\,dr=a_l^2 .
\]

The boundary term vanishes because \(\phi u_l\sim r^{2l+1}\) at the origin. So \(a_l^2>0\) whenever a bound \(u_l\) with \(l\ge1\) exists, and \(A_lu_l=a_lu_{l-1}\) with the positive root. Applying \(A_l^\dagger\) to this and dividing by \(a_l\) gives \(A_l^\dagger u_{l-1}=a_lu_l\). Written out,

\[
u_l'=a_lu_{l-1}-W_lu_l,\qquad u_{l-1}'=W_lu_{l-1}-a_lu_l. \tag{4}
\]

For raising, where the existence of \(u_l\) is not yet known, let \(\chi=A_l^\dagger u_{l-1}\). In the same way \(A_l^\dagger A_l\chi=A_l^\dagger(A_lA_l^\dagger u_{l-1})=a_l^2\chi\), so \(D_l\chi=-\kappa^2\chi\). With \(u_{l-1}=c\,r^l(1-Zr/l+\dots)\), the terms in \(r^{l-1}\) are \(-cl+cl=0\). The terms in \(r^l\) are \(cZ(l+1)/l\) from \(-u_{l-1}'\) and \(-cZ-cZ/l\) from \(W_lu_{l-1}\), and they also cancel. Hence \(\chi=O(r^{l+1})\), so \(\chi\) is either zero or a bound state for \(l\). Integration by parts, with boundary term \(\chi u_{l-1}=O(r^{2l+1})\), gives \(\int\chi^2dr=a_l^2\).

Q: You have not used \(\kappa=Z/n\), nor the range \(l\le n-1\). Are you assuming the hydrogen spectrum?

A: It follows from the two norms. Raising can be repeated as long as \(\chi\neq0\), but \(a_l^2\to-\kappa^2<0\) as \(l\) grows, and a squared norm cannot be negative. The chain must end at some integer \(l=n\) with \(\chi=0\) and \(a_n=0\), which means \(\kappa=Z/n\) and \(\varepsilon_n=-Z^2/2n^2\). A bound state with \(l\ge1\) needs \(a_l^2>0\), that is \(l<n\). The end of the chain, \(A_n^\dagger u_{n-1}=0\), is

\[
u_{n-1}'=W_nu_{n-1},\qquad u_{n-1}\propto r^ne^{-Zr/n}, \tag{5}
\]

which is normalisable for every \(n\ge1\) and, by (3), solves the radial equation. Lowering it \(n-1\) times produces one state for each \(l\) down to 0. The shell thus contains exactly \(l=0,\dots,n-1\), and each \(R_{nl}\) is a polynomial starting at \(r^l\) times \(e^{-Zr/n}\).

Q: The relations (4) are linear in the \(u_l\), and the density is quadratic. Squaring them will leave cross terms \(u_lu_{l-1}\).

A: The cross terms appear twice and cancel. Fix \(n\), write the radial equation as \(u_l''=V_lu_l\) with \(V_l=l(l+1)/r^2-2Z/r+\kappa^2\), and define

\[
F_l=u_l'^2-V_lu_l^2 .
\]

Its derivative is \(2u_l'u_l''-2V_lu_lu_l'-V_l'u_l^2\). The first two terms cancel by the radial equation, and \(V_l'=-2l(l+1)/r^3+2Z/r^2\), so with \(u_l^2=r^2R_{nl}^2\)

\[
F_l'=\left[\frac{2l(l+1)}{r}-2Z\right]R_{nl}^2 . \tag{6}
\]

For \(l=0\) this is \(F_0'=-2ZR_{n0}^2\), the right-hand side that is wanted. It remains to show \(F_0=S_n\). Since \(W_l^2-a_l^2=l^2/r^2-2Z/r+\kappa^2\),

\[
V_l=W_l^2-a_l^2+\frac{l}{r^2},\qquad V_{l-1}=W_l^2-a_l^2-\frac{l}{r^2}.
\]

Squaring the first relation in (4) gives \(u_l'^2=a_l^2u_{l-1}^2-2a_lW_lu_lu_{l-1}+W_l^2u_l^2\). Subtracting \(V_lu_l^2\) removes \(W_l^2u_l^2\):

\[
F_l=a_l^2(u_{l-1}^2+u_l^2)-2a_lW_lu_lu_{l-1}-\frac{l}{r^2}u_l^2 .
\]

Squaring the second gives \(u_{l-1}'^2=W_l^2u_{l-1}^2-2a_lW_lu_lu_{l-1}+a_l^2u_l^2\). Subtracting \(V_{l-1}u_{l-1}^2\) removes \(W_l^2u_{l-1}^2\):

\[
F_{l-1}=a_l^2(u_{l-1}^2+u_l^2)-2a_lW_lu_lu_{l-1}+\frac{l}{r^2}u_{l-1}^2 .
\]

The first two terms are identical in both lines, so

\[
F_{l-1}-F_l=l\,(R_{n,l-1}^2+R_{nl}^2),\qquad l=1,\dots,n-1. \tag{7}
\]

At the top, (5) gives \(u_{n-1}'^2=W_n^2u_{n-1}^2\), and \(V_{n-1}=W_n^2-n/r^2\) because \(a_n=0\), so \(F_{n-1}=nR_{n,n-1}^2\).

Q: And the weights \(2l+1\)?

A: They come from adding (7) along the chain. With the convention \(R_{nn}=0\) and \(F_n=0\), the top relation is (7) for \(l=n\). Adding (7) for the values \(j=l+1,\dots,n\), the left sides telescope to \(F_l\):

\[
F_l=\sum_{j=l+1}^{n}j\,(R_{n,j-1}^2+R_{nj}^2)=(l+1)R_{nl}^2+\sum_{j=l+1}^{n-1}(2j+1)R_{nj}^2 .
\]

A function \(R_{nj}^2\) with \(j>l\) occurs once with weight \(j\) and once, in the next term, with weight \(j+1\), while \(R_{nl}^2\) occurs only in the first term. For \(l=0\) the weight \(l+1=1\) equals \(2l+1\), so

\[
S_n=F_0=u_0'^2-u_0u_0'',\qquad S_n'=-2ZR_{n0}^2 , \tag{8}
\]

where the second form of \(F_0\) uses \(V_0u_0=u_0''\) and the derivative is (6). Multiplying by \(w_n/4\pi\) and summing over the occupied shells proves (1) for \(r>0\). Both sides are polynomials times exponentials, so the equality extends to \(r=0\) by continuity. The first part of (8) says that the \(s\) orbital alone determines the density of its whole shell.

Q: In what sense does this contain Kato's condition, and what does it add?

A: Since \(R_{nl}\) starts as \(r^l\), only \(s\) orbitals contribute at the nucleus, so \(\rho_s(0)=\rho(0)\) and (1) becomes \(\rho'(0)=-2Z\rho(0)\). Away from the nucleus, \(\rho_s\ge0\) means that \(\rho\) never increases outward, although single \(p\) and \(d\) densities rise from zero. Integrating (1) inward from infinity, where \(\rho\) vanishes, gives \(\rho(r)=2Z\int_r^\infty\rho_s\,dr'\). At a node of \(R_{n0}\), both \(S_n'\) and \(S_n''=-4ZR_{n0}R_{n0}'\) vanish, while \(S_n'''=-4ZR_{n0}'^2<0\), so the density of that shell has a horizontal inflection there. At large \(r\) the outermost shell \(N\) dominates and \(\rho\) behaves as \(r^{2N-2}e^{-2Zr/N}\), so \(\rho'/\rho\to-2Z/N\) and (1) forces \(\rho_s/\rho\to1/N\).

There are also sum rules. Multiply (8) by \(r^{k+3}\) with \(k>-3\) and integrate. By parts, the left side is \([r^{k+3}S_n]_0^\infty-(k+3)\int r^{k+2}S_n\,dr\), and the boundary term vanishes because \(S_n(0)\) is finite. With \(\langle r^k\rangle_{nl}=\int r^{k+2}R_{nl}^2\,dr\),

\[
(k+3)\sum_{l=0}^{n-1}(2l+1)\langle r^k\rangle_{nl}=2Z\langle r^{k+1}\rangle_{n0}. \tag{9}
\]

For \(k=0\), \(\sum_l(2l+1)=n^2\) gives \(\langle r\rangle_{n0}=3n^2/2Z\). For \(k=-1\) the right side is \(2Z\), and summing with the weights \(w_n\) gives \(\int\rho\,r^{-1}d^3r=ZN_s\), where \(N_s=\sum_nw_n\) is the number of \(s\) electrons. The total energy is \(\sum_nw_nn^2(-Z^2/2n^2)=-Z^2N_s/2\), which is half of the nuclear attraction energy \(-Z\cdot ZN_s\).

Q: I would like to see it with numbers.

A: Take ten electrons in shells \(n=1,2\) with \(Z=10\), and put \(x=Zr\). From (5) and \(\int_0^\infty r^ke^{-\lambda r}dr=k!/\lambda^{k+1}\), the top states have \(R_{10}^2=4Z^3e^{-2x}\) and \(u_{21}=c\,r^2e^{-x/2}\) with \(c^2=Z^5/24\), so \(R_{21}^2=Z^3x^2e^{-x}/24\). Lowering gives \(A_1u_{21}=c\,e^{-x/2}\,r\,(2-x/2+1-x)=3cr(1-x/2)e^{-x/2}\), and \(a_1^2=Z^2(1-\tfrac14)=3Z^2/4\), so \(R_{20}^2=9c^2a_1^{-2}(1-x/2)^2e^{-x}=\tfrac12Z^3(1-x/2)^2e^{-x}\). Then \(S_2=Z^3e^{-x}[\tfrac12-\tfrac x2+\tfrac{x^2}8+\tfrac{x^2}8]\), and with \(w_n/4\pi=1/2\pi\)

\[
\rho=\frac{Z^3}{2\pi}\left[4e^{-2x}+e^{-x}\left(\tfrac12-\tfrac x2+\tfrac{x^2}4\right)\right],\qquad
\rho_s=\frac{Z^3}{2\pi}\left[4e^{-2x}+\tfrac12e^{-x}\left(1-\tfrac x2\right)^2\right].
\]

Differentiating with \(d/dr=Z\,d/dx\), the second-shell polynomial becomes \((-\tfrac12+\tfrac x2)-(\tfrac12-\tfrac x2+\tfrac{x^2}4)=-(1-\tfrac x2)^2\), so

\[
\rho'=\frac{Z^4}{2\pi}\left[-8e^{-2x}-e^{-x}\left(1-\tfrac x2\right)^2\right]=-2Z\rho_s .
\]

At \(r=0\), \(\rho=(1000/2\pi)(4+\tfrac12)=716.197\) bohr\(^{-3}\), or 4833 Å\(^{-3}\), and \(\rho'/\rho=-20\) bohr\(^{-1}\). At \(r=0.1\) bohr, \(x=1\), so \(\rho=(1000/2\pi)(4e^{-2}+e^{-1}/4)=100.795\) and \(\rho_s=(1000/2\pi)(4e^{-2}+e^{-1}/8)=93.476\) bohr\(^{-3}\), while \(\rho'=(10^4/2\pi)(-8e^{-2}-e^{-1}/4)=-1869.52\) bohr\(^{-4}\), which is \(-20\times93.476\). The same formulas give the other rows.

| \(r\) (bohr) | \(\rho\) (bohr\(^{-3}\)) | \(\rho_s\) (bohr\(^{-3}\)) | \(\rho'\) (bohr\(^{-4}\)) |
|---|---|---|---|
| 0 | 716.197 | 716.197 | −14323.94 |
| 0.1 | 100.795 | 93.476 | −1869.52 |
| 0.2 | 22.430 | 11.660 | −233.20 |
| 0.5 | 4.587 | 1.235 | −24.71 |

The radius 0.2 bohr is the \(2s\) node, \(x=2\). There the \(2p\) density \(x^2e^{-x}\) is at its maximum, the second shell is flat, and the whole slope comes from the \(1s\) electrons. The sum rules read as follows. The \(s\) electrons give \(\int\rho_s\,r\,d^3r=2\cdot\tfrac{3}{20}+2\cdot\tfrac{12}{20}=1.5\) bohr, and \((2Z/3)\times1.5=10\) is the electron number. With \(N_s=4\), \(\int\rho\,r^{-1}d^3r=40\) bohr\(^{-1}\) and the energy is \(-100\times4/2=-200\) hartree.

Q: A configuration such as \(1s^22s^2\) is also spherical and is also called closed. Why do you exclude it?

A: The theorem is false for it. Let the occupations \(w_{nl}\) be independent of \(m\), so that \(\rho\) is still spherical, and suppose (1) holds with \(\rho_s=\sum_nw_{n0}R_{n0}^2/4\pi\). The density with every orbital of shell \(n\) occupied by \(w_{n0}\) has the same \(\rho_s\) and obeys (1). Subtracting the two equations shows that

\[
\delta(r)=\sum_n\sum_{l\ge1}(w_{nl}-w_{n0})(2l+1)R_{nl}^2
\]

has zero derivative, and it vanishes at infinity, so \(\delta\equiv0\). Write \(\delta=\sum_nP_n(r)e^{-2Zr/n}\) with polynomials \(P_n\). Multiply by \(e^{2Zr/N}\), where \(N\) is the largest occupied shell. All other terms decay, so \(P_N\to0\) at infinity, and a polynomial with that property is zero. Repeating the argument, which is possible because the shells are finite in number, gives \(P_n=0\) for all \(n\). Within one shell, if \(l_0\) were the smallest \(l\) with \(w_{nl}\neq w_{n0}\), then \(P_n\) would have a nonzero coefficient of \(r^{2l_0}\), since higher \(l\) start at higher powers. So all \(w_{nl}\) equal \(w_{n0}\): among such spherical occupations, equal filling of each principal shell is necessary as well as sufficient.

Q: How large is the failure when a subshell is missing?

A: Measure it by \(q=-\rho'/(2Z\rho_s)\), which the theorem sets to 1. If \(\rho=\rho_{\rm full}-\rho_{\rm miss}\), where the missing part has \(l\ge1\), then \(\rho'=-2Z\rho_s-\rho_{\rm miss}'\) and \(q=1+\rho_{\rm miss}'/(2Z\rho_s)\). The ratio exceeds 1 where the missing density would rise and falls below 1 where it would fall.

For \(1s^22s^2\) in the bare field with \(Z=4\) at \(r=0.75\) bohr, \(x=3\). In units of \(Z^3/2\pi\), \(\rho_s=4e^{-6}+e^{-3}/8\). The missing \(2p\) term is \(x^2e^{-x}/8\), with \(x\)-derivative \((2x-x^2)e^{-x}/8=-3e^{-3}/8\). Thus \(q=1-\tfrac38e^{-3}/(8e^{-6}+e^{-3}/4)=0.422\).

For filling through \(3p\) with \(Z=18\) at \(r=0.5\) bohr, \(x=9\). From (5), \(u_{32}=c\,r^3e^{-x/3}\) with \(c^2=(2Z/3)^7/6!=8Z^7/98415\). Lowering once gives \(A_2u_{32}=c\,r^2e^{-x/3}(3-x/3+2-x/2)=5cr^2(1-x/6)e^{-x/3}\). Applying \(A_1\) to \(r^2(1-x/6)e^{-x/3}\) gives \(re^{-x/3}[2-x/2-\tfrac x3(1-\tfrac x6)+(1-x)(1-\tfrac x6)]=3r(1-2x/3+2x^2/27)e^{-x/3}\). With \(a_2^2=5Z^2/36\) and \(a_1^2=8Z^2/9\), the prefactor of \(R_{30}^2\) is \(225c^2/(a_2^2a_1^2)=4Z^3/27\). At \(x=9\) the polynomial is \(1-6+6=1\), so \(\rho_s=4e^{-18}+\tfrac{49}8e^{-9}+\tfrac4{27}e^{-6}\) in units of \(Z^3/2\pi\). The missing \(3d\) term \(5\cdot\tfrac{8}{98415}x^4e^{-2x/3}\) equals \(\tfrac83e^{-6}\) there, and its logarithmic derivative is \(4/9-2/3=-2/9\). Hence \(q=1-\tfrac{16}{27}e^{-6}/(2\rho_s)=0.346\). Adding the ten \(3d\) electrons restores \(q=1\).

Q: Is the Coulomb field essential, or does any degeneracy among different \(l\) do the same work?

A: Half of the proof is general. For any local central potential \(v(r)\), an \(s\) state obeys \(u_0''=2(v-\varepsilon)u_0\), and \(F_0=u_0'^2-2(v-\varepsilon)u_0^2\) has \(F_0'=-2v'u_0^2\) by the same cancellation as in (6). The Coulomb case is \(v'=Z/r^2\). The other half, \(F_0=S_n\), used the ladder. Suppose some \(W\) satisfies \(W^2-W'=l(l+1)/r^2+2v+C\) and \(W^2+W'=l(l-1)/r^2+2v+C\) with the same constant \(C\). The difference gives \(W'=-l/r^2\), so \(W=l/r+c\), and the sum gives \(2v=2cl/r+c^2-C\). A ladder of this first-order form between \(l\) and \(l-1\) at fixed energy therefore exists only for a \(1/r\) potential plus a constant, where the strength of the \(1/r\) term may also be zero (\(c=0\), the free particle).

That shows the limit of this proof. An example shows that degeneracy alone does not save the identity. For the oscillator \(v=r^2/2\), the level \(\varepsilon=7/2\) holds an \(s\) and a \(d\) state. With \(g=e^{-r^2/2}\), the function \(u=r(1-2r^2/3)g\) has \(u'=(1-3r^2+2r^4/3)g\) and \(u''=(-7r+17r^3/3-2r^5/3)g=(r^2-7)u\). The function \(r^3g\) has second derivative \((6r-7r^3+r^5)g\), which is \((6/r^2+r^2-7)r^3g\). The integrals of \(r^2,r^4,r^6\) against \(e^{-r^2}\) are \(\sqrt\pi/4\), \(3\sqrt\pi/8\), \(15\sqrt\pi/16\), so the squared norms are \(\sqrt\pi(\tfrac14-\tfrac12+\tfrac5{12})=\sqrt\pi/6\) and \(15\sqrt\pi/16\). At \(r=1\) bohr, \(F_0=(6/e\sqrt\pi)(\tfrac{16}9+6\cdot\tfrac19)=3.044\) bohr\(^{-3}\), while the shell sum \(R_s^2+5R_d^2\) is \((1/e\sqrt\pi)(\tfrac69+\tfrac{16}3)=1.245\) bohr\(^{-3}\).

Q: Real neon has ten electrons, \(Z=10\) and the configuration of your example. What survives of (1) when the electrons repel each other?

A: At the Hartree–Fock level the limit \(r\to0\) survives. The Coulomb and exchange terms stay finite at the nucleus, so only the kinetic term can balance \(-Z/r\), and the coefficient \(-Z\) in (2) for \(l=0\) is unchanged. The \(p\) density starts at \(r^2\) and has no slope at the origin, so \(q\to1\). At finite \(r\) the ladder is lost, because the field is no longer \(-Z/r\).

The size of the effect comes from a restricted Hartree–Fock calculation of neon in an uncontracted Gaussian basis of 26 \(s\) and 15 \(p\) shells with exponents \(0.08\times2^k\) bohr\(^{-2}\), \(k=0,1,\dots\). Its energy is \(-128.547\) hartree, and the ratio of potential to kinetic energy is \(-2.00000\). Here \(\rho_s\) is the density built from the \(s\)-function block of the density matrix, and \(\rho'\) is the analytic derivative of the basis functions. The \(s\) Gaussians have zero slope at \(r=0\), so \(q\) has meaning only where the basis is adequate. Diagonalising the bare Hamiltonian \(h\) in the same basis and filling the five lowest orbitals shows the basis error, since the exact value is then 1.

| \(r\) (bohr) | \(q\), bare field | \(q\), Hartree–Fock |
|---|---|---|
| 0.02 | 0.9999 | 0.995 |
| 0.10 | 1.0000 | 0.977 |
| 0.30 | 1.0000 | 0.780 |
| 0.60 | 1.0001 | 0.497 |

The bare values differ from 1 by about \(10^{-4}\) at most at these radii, far less than the Hartree–Fock departures, so the latter are not a basis artefact at that scale. An integral gives the average departure. For any spherical density, integration by parts gives \(\int\rho\,r^{-1}d^3r=4\pi\int r\rho\,dr=-2\pi\int r^2\rho'\,dr\), and inserting \(\rho'=-2Zq\rho_s\) turns this into \(Z\int q\,\rho_s\,d^3r\). The ratio of \(\int\rho\,r^{-1}d^3r\) to \(ZN_s\) is therefore the mean of \(q\) weighted with \(\rho_s\). In the bare field it is \(40/40=1\). In Hartree–Fock neon it is \(31.113/40=0.778\). The four tabulated values lie below 1 and decrease in the order listed, but this is not a steady trend. Further out the Hartree–Fock \(q\) rises again, to about 0.56 at 0.8 bohr and 0.62 at 1 bohr, and at 2 bohr it exceeds 1, at about 1.12.
